# Static RPA screening of graphene, neutral and doped

## Problem

Near a Dirac point the $\pi$ electrons of graphene are described by $H = v\,\boldsymbol\sigma\cdot\mathbf k$, with energies $E_{s\mathbf k} = s v k$, $s=\pm1$, and degeneracy $g=4$ (two spins, two valleys). Hartree atomic units are used. The sheet lies in a uniform medium of dielectric constant $\kappa$, so two electrons repel with $1/\kappa r$, whose two-dimensional transform is $V_q = 2\pi/\kappa q$. Take $T=0$ and $qa\ll1$, with $a$ the bond length, and neglect intervalley transitions and local fields. A static potential energy $U e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ induces in independent electrons the density $\delta n\, e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$, and the polarizability is defined by $\delta n = -\Pi(q)\,U$.

(a) Find $\Pi(q)$ and the RPA dielectric function $\epsilon(q)$, relative to the medium, for the neutral sheet. (b) Do the same at Fermi wave vector $k_F>0$, for all $q$. (c) Evaluate both for $v = 1.0\times10^6$ m/s, the rough measured size for graphene, $n = 10^{12}$ cm$^{-2}$, and $\kappa=1$ or the round model value $\kappa=2.5$.

## First estimate by scaling

In the RPA the electrons respond as independent particles to the total potential $U = U_{\rm ext} + V_q\,\delta n$. With $\delta n=-\Pi U$ this gives $U = U_{\rm ext}/\epsilon$ and
$$\epsilon(q) = 1 + \frac{2\pi}{\kappa q}\,\Pi(q).$$

$\Pi$ is a density divided by an energy, like a density of states. A cone holds $n = g\pi k^2/(2\pi)^2$ states per area up to wave vector $k$, so its density of states at $E=vk$ is $D(k) = dn/dE = gk/2\pi v$.

The neutral sheet offers no scale besides $q$, so $\Pi_0 = C\,gq/v$ with a pure number $C$, provided the response integral converges without a cutoff. Then $q$ cancels in $\epsilon = 1+2\pi C g\,\alpha_g$, where $\alpha_g = 1/\kappa v$. To guess $C$, note that the cheapest interband pair has $k + |\mathbf k+\mathbf q| = q$. An equal share gives $k\sim q/2$, hence $\Pi_0\sim D(q/2) = gq/4\pi v$ and $\epsilon\sim 1+2\alpha_g$.

In the doped sheet scaling leaves a function, $\Pi = N_F\,h(q/k_F)$ with $N_F = D(k_F)= gk_F/2\pi v$. A slowly varying potential shifts the local chemical potential by $-U$, so $\delta n=-(dn/d\mu)U$ and $h(0)=1$. For $q\gg k_F$ the neutral result must return. With $\Pi_0$ at its estimated value $D(q/2)$, two interpolations respect both limits: $\Pi\approx D(\max[k_F,q/2])$, and the sum $\Pi\approx N_F+\Pi_0$ of a metallic and a neutral response. Scaling cannot choose between them.

## Exact solution

### The response formula

A state $\psi_{s\mathbf k}=u_{s\mathbf k}e^{i\mathbf k\cdot\mathbf r}/\sqrt A$, with $A$ the area, acquires in first order the admixtures $U\langle u_{s',\mathbf k+\mathbf q}|u_{s\mathbf k}\rangle/(E_{s\mathbf k}-E_{s',\mathbf k+\mathbf q})$ of $\psi_{s',\mathbf k+\mathbf q}$ and the like term with $U^*$ and $\mathbf k-\mathbf q$. In $\psi^\dagger\delta\psi+\text{c.c.}$ the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ comes from the first admixture and from the conjugate of the second. Weighting with the occupation $f_{s\mathbf k}$, and relabelling $\mathbf k\to\mathbf k+\mathbf q$, $s\leftrightarrow s'$ in the second piece, gives with $\mathbf k'=\mathbf k+\mathbf q$
$$\Pi = g\int\!\frac{d^2k}{(2\pi)^2}\sum_{ss'}F_{ss'}\,\frac{f_{s\mathbf k}-f_{s'\mathbf k'}}{E_{s'\mathbf k'}-E_{s\mathbf k}},\qquad F_{ss'}=|\langle u_{s'\mathbf k'}|u_{s\mathbf k}\rangle|^2 .$$
No term is negative, since $f$ does not rise with energy. The spinors are $u_{s\mathbf k}=(1,\,s e^{i\theta_{\mathbf k}})/\sqrt2$, with $\theta_{\mathbf k}$ the polar angle of $\mathbf k$, so $F_{ss'}=|1+ss'e^{i\theta}|^2/4=(1+ss'\cos\theta)/2$, where $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$. Write $F_\pm$ for $ss'=\pm1$. Intraband backscattering, $\theta=\pi$, has $F_+=0$.

At $T=0$ with electron doping, $f_-=1$ and $f_+=n_k=\Theta(k_F-k)$. The $(-,-)$ term vanishes, and the other three give
$$\frac{F_-(1-n_{k'})}{v(k+k')}+\frac{F_-(1-n_k)}{v(k+k')}+\frac{F_+(n_k-n_{k'})}{v(k'-k)} .$$
The map $\mathbf k\to-\mathbf k-\mathbf q$ sends $\mathbf k'\to-\mathbf k$, so it exchanges $k$ and $k'$ and keeps $\theta$. It turns the first term into the second, and $-n_{k'}/(k'-k)$ into $+n_k/(k'-k)$. Therefore $\Pi=\Pi_0+\delta\Pi$ with
$$\Pi_0 = \frac{2g}{v}\int\!\frac{d^2k}{(2\pi)^2}\frac{F_-}{k+k'},\qquad \delta\Pi=\frac{2g}{v}\,\mathrm P\!\!\int_{k<k_F}\!\frac{d^2k}{(2\pi)^2}\left[\frac{F_+}{k'-k}-\frac{F_-}{k'+k}\right].$$
The principal value has this origin: the unsplit intraband integrand is integrable, so the strip $|k'-k|<\eta$ may be removed at no cost as $\eta\to0$. The strip is invariant under the map, and it is the region that must be cut from each split piece.

### An angular integral

For $a_0>0$, $b_0>0$ the substitution $t=\tan(\phi/2)$, with $\cos\phi=(1-t^2)/(1+t^2)$ and $d\phi=2dt/(1+t^2)$, gives
$$\int_{-\pi}^{\pi}\frac{d\phi}{a_0+b_0\cos\phi}=\int_{-\infty}^\infty\frac{2\,dt}{(a_0+b_0)+(a_0-b_0)t^2}.$$
For $a_0>b_0$ the arctangent gives $2\pi/\sqrt{a_0^2-b_0^2}$. For $a_0<b_0$ the integrand is proportional to $1/(t_0^2-t^2)$, with primitive $(1/2t_0)\ln|(t_0+t)/(t_0-t)|$. The primitive vanishes at both infinities, and its divergences on the two sides of each simple pole cancel, so the principal value is zero.

This also supplies $V_q$. With a factor $e^{-\eta r}$ the radial integral of $e^{-iqr\cos\phi}/r$ against $r\,dr$ is $1/(\eta+iq\cos\phi)$. Its imaginary part is odd in $\cos\phi$ and drops out. Its real part is $\eta/(\eta^2+q^2/2+(q^2/2)\cos2\phi)$, for which $a_0^2-b_0^2=\eta^2(\eta^2+q^2)$, so the angular integral is $2\pi/\sqrt{\eta^2+q^2}\to2\pi/q$.

### Neutral sheet

Put $\mathbf q$ along $x$ and use elliptic coordinates with foci at the two cone tips $\mathbf k=0$ and $\mathbf k'=0$:
$$\mathbf k,\ \mathbf k'=\frac q2\left(\cosh\xi\cos\nu\mp1,\ \sinh\xi\sin\nu\right),\qquad \xi\ge0,\quad 0\le\nu<2\pi .$$
Since $\sinh^2\xi\sin^2\nu=\cosh^2\xi-\cosh^2\xi\cos^2\nu-1+\cos^2\nu$, the squared lengths are perfect squares, $k,k'=(q/2)(\cosh\xi\mp\cos\nu)$, and $k+k'=q\cosh\xi$. The Jacobian is
$$\frac{q^2}4\left(\sinh^2\xi\cos^2\nu+\cosh^2\xi\sin^2\nu\right)=\frac{q^2}4\left(\cosh^2\xi-\cos^2\nu\right)=kk' .$$
From $q^2=k^2+k'^2-2\mathbf k\cdot\mathbf k'$ and $k^2+k'^2=(q^2/2)(\cosh^2\xi+\cos^2\nu)$ follows $\mathbf k\cdot\mathbf k'=(q^2/4)(\cosh^2\xi+\cos^2\nu-2)$. Hence $kk'F_-=(kk'-\mathbf k\cdot\mathbf k')/2=(q^2/4)\sin^2\nu$, and the integral factorizes:
$$\Pi_0=\frac{2g}{4\pi^2v}\,\frac q4\int_0^{2\pi}\!\sin^2\nu\,d\nu\int_0^\infty\!\frac{d\xi}{\cosh\xi}=\frac{gq}{8\pi^2v}\cdot\pi\cdot\frac\pi2=\frac{gq}{16v}.$$
The last integral has the primitive $2\arctan e^\xi$, which runs from $\pi/2$ to $\pi$. It converges, as the scaling argument assumed. The dielectric function is
$$\epsilon=1+\frac{2\pi}{\kappa q}\frac{gq}{16v}=1+\frac{\pi g\alpha_g}8=1+\frac{\pi\alpha_g}2\qquad(g=4).$$
The screened interaction keeps the form $1/r$, divided by $\kappa\epsilon=\kappa+\pi/2v$. The defining integral, evaluated with numerically diagonalized $H$, gives $\Pi v/q=0.2500000$ at two values of $q$ and agrees with $g/16$ within the test tolerance of $10^{-6}$ relative.

### Doped sheet

Over the common denominator, with $c=\cos\theta$, the bracket in $\delta\Pi$ is
$$\frac{(1+c)(k'+k)-(1-c)(k'-k)}{2(k'^2-k^2)}=\frac{k+ck'}{k'^2-k^2}.$$
Let $\phi$ be the angle between $\mathbf k$ and $\mathbf q$. Then $ck'=\mathbf k\cdot\mathbf k'/k=k+q\cos\phi$ and $k'^2-k^2=q(q+2k\cos\phi)$, so $k'$ has dropped out. Writing $2k+q\cos\phi=(q/2k)(q+2k\cos\phi)-(q^2-4k^2)/2k$ gives
$$\frac{2k+q\cos\phi}{q(q+2k\cos\phi)}=\frac1{2k}-\frac{q^2-4k^2}{2kq}\,\frac1{q+2k\cos\phi}.$$
The angular integral with $a_0=q$, $b_0=2k$ applies. At $k=q/2$, where the two poles merge, the prefactor $q^2-4k^2$ vanishes. The result of the $\phi$ integration is $(\pi/k)[1-\Theta(q-2k)\sqrt{1-4k^2/q^2}]$, and with the measure $k\,dk$ and the factor $2g/4\pi^2v$,
$$\delta\Pi=\frac g{2\pi v}\int_0^{k_F}\!dk\left[1-\Theta(q-2k)\sqrt{1-4k^2/q^2}\right].$$
The first term is $N_F$. For the second put $2k/q=\cos\beta'$, so that $dk=-(q/2)\sin\beta'\,d\beta'$ and, with $\cos\beta=2k_1/q$,
$$\int_{k_1}^{q/2}\!dk\sqrt{1-4k^2/q^2}=\frac q2\int_0^\beta\sin^2\beta'\,d\beta'=\frac q4\left(\beta-\sin\beta\cos\beta\right).$$
At $k_1=0$, $\beta=\pi/2$ and the value is $\pi q/8$. Multiplied by $g/2\pi v$ this is $gq/16v=\Pi_0$, so the neutral term can be written as the same integral taken from $0$ to $q/2$. Adding $\delta\Pi$ removes the part from $0$ to $\min(k_F,q/2)$:
$$\Pi=N_F+\Theta(q-2k_F)\,\frac g{2\pi v}\int_{k_F}^{q/2}\!dk\sqrt{1-4k^2/q^2}.$$
Thus $\Pi=N_F$ for $q\le2k_F$, and for $q>2k_F$
$$\frac\Pi{N_F}=1+\frac q{4k_F}\arccos\frac{2k_F}q-\frac12\sqrt{1-\frac{4k_F^2}{q^2}} .$$
On the plateau $\epsilon=1+q_{TF}/q$ with $q_{TF}=2\pi N_F/\kappa=g\alpha_gk_F$. This is metallic screening, divergent as $q\to0$, while the constant $1+\pi\alpha_g/2$ of the neutral sheet is approached for $q\gg k_F$. Hole doping gives the same $\Pi$, because $E\to-E$, $f\to1-f$, $s\to-s$ leaves each term of the response formula unchanged.

### What makes up the plateau

$\delta\Pi$ is not the intraband response, since it contains the term $-n_kF_-$, the interband transitions blocked by the Pauli principle. The interband transitions that remain give $\Pi_{\rm inter}=(2g/v)\int_{k>k_F}d^2k\,(2\pi)^{-2}F_-/(k+k')$. For $q\ll k_F$ one has $\theta\approx q\sin\phi/k$, $F_-=\sin^2(\theta/2)\approx q^2\sin^2\phi/4k^2$ and $k+k'\approx2k$, so
$$\Pi_{\rm inter}\approx\frac{2g}{4\pi^2v}\,\frac{\pi q^2}8\int_{k_F}^\infty\frac{dk}{k^2}=\frac{gq^2}{16\pi vk_F}=N_F\frac{q^2}{8k_F^2}.$$
It starts quadratically, and the intraband part falls by the same amount because the sum is $N_F$. Both parts were integrated over allowed transitions, with no principal value, and their sum matches the closed form within $10^{-7}N_F$ at five wave vectors. In units of $N_F$ the split is $0.9679+0.0321$ at $q=0.5k_F$, where $\Pi_0$ is $0.196$, and $0.4420+0.5580$ at $q=1.9k_F$. At $q=0.1k_F$ the interband part is $1.001$ times the quadratic law.

### The threshold and large $q$

Let $q=2k_F(1+\delta)=2k_F/\cos\beta$. Then
$$\frac\Pi{N_F}-1=\frac12\left(\frac\beta{\cos\beta}-\sin\beta\right)=\frac{\beta^3}3+\frac{\beta^5}{10}+\dots,$$
from $1/\cos\beta=1+\beta^2/2+5\beta^4/24$ and $\sin\beta=\beta-\beta^3/6+\beta^5/120$. Equating $\cos\beta=1-\beta^2/2+\beta^4/24$ with $1-\delta+\delta^2$ gives $\beta^2=2\delta-5\delta^2/3$. Hence $\beta^3=(2\delta)^{3/2}(1-5\delta/4)$, the $\beta^5$ term adds $3\delta/5$ in relative terms, and
$$\frac\Pi{N_F}-1=\frac{2\sqrt2}3\,\delta^{3/2}\left(1-0.65\,\delta+\dots\right).$$
At $\delta=0.01$ the direct integration gives $9.367\times10^{-4}$, which is $0.9936$ of the leading term. $\Pi$ and its slope are continuous at $2k_F$, and the second derivative diverges from above.

The power comes from the chirality factor. Near $k=q/2$, $\phi=\pi$ the angular integral contributes $1/\sqrt{q^2-4k^2}$, and here it is multiplied by $q^2-4k^2$, which expresses $F_+=0$ for backscattering. If $F_+$ is replaced by 1 the intraband kernel is $(k'+k)/[q(q+2k\cos\phi)]$, whose numerator stays finite there, and $\int^{k_F}dk/\sqrt{q-2k}$ contributes $-\sqrt{q-2k_F}$, a downward cusp $\propto\delta^{1/2}$. The numerical exponent for that case is $0.492$, tested against $1/2$ within $0.05$.

For $x=2k_F/q\ll1$, use $\arccos x=\pi/2-x-x^3/6-3x^5/40$ with the prefactor $1/2x$, and $-\tfrac12\sqrt{1-x^2}=-\tfrac12+x^2/4+x^4/16$. The constants $1-\tfrac12-\tfrac12$ cancel, and
$$\frac\Pi{N_F}=\frac{\pi q}{8k_F}+\frac{x^2}6+\frac{x^4}{40}+\dots,\qquad \Pi-\Pi_0\approx N_F\frac{2k_F^2}{3q^2}\left(1+\frac{3x^2}{20}\right).$$
At $q=20k_F$, $x=0.1$, the bracket is $1.0015$, as found by direct integration. Relative to $\Pi_0$ the doping correction falls as $(k_F/q)^3$.

### Numbers

In atomic units $v=0.4571$ and $n=2.800\times10^{-5}$ bohr$^{-2}$. Then $k_F=\sqrt{4\pi n/g}=\sqrt{\pi\times2.800\times10^{-5}}=9.379\times10^{-3}$ bohr$^{-1}$ ($0.177$ nm$^{-1}$), $E_F=vk_F=4.287\times10^{-3}$ Ha ($0.117$ eV), and $N_F=4\times9.379\times10^{-3}/(2\pi\times0.4571)=1.306\times10^{-2}$ Ha$^{-1}$bohr$^{-2}$. The neutral slope is $1/4v=0.547$ Ha$^{-1}$bohr$^{-1}$.

For $\kappa=1$, $\alpha_g=1/0.4571=2.188$, the neutral value is $\epsilon=1+1.5708\times2.188=4.44$, and $q_{TF}=4\times2.188\,k_F=8.75\,k_F=8.21\times10^{-2}$ bohr$^{-1}$ ($1.55$ nm$^{-1}$). For $\kappa=2.5$, $\alpha_g=0.875$, the neutral $\epsilon$ is $2.37$, the total reduction $\kappa\epsilon$ is $5.94$, and $q_{TF}=3.50\,k_F$. The doped values follow from $\epsilon=1+(q_{TF}/q)(\Pi/N_F)$, for example $1+(8.751/4)\times1.614=4.53$.

| $q/k_F$ | $\Pi/N_F$ | $\epsilon$, $\kappa=1$ | $\epsilon$, $\kappa=2.5$ |
|---|---|---|---|
| 0.5 | 1.000 | 18.50 | 8.00 |
| 1.5 | 1.000 | 6.83 | 3.33 |
| 2 | 1.000 | 5.38 | 2.75 |
| 4 | 1.614 | 4.53 | 2.41 |
| 10 | 3.934 | 4.44 | 2.38 |

The digits refer to the model with the round $v$ and a sheet of zero thickness. Charges at heights differing by $z$ interact with $V_qe^{-q|z|}$, so in the last row, where $q=0.094$ bohr$^{-1}$ and $qa=0.25$, the extent of real $\pi$ orbitals matters. The mean height difference of two $\pi$ electrons is about 1.5 to 1.8 bohr, depending on the orbital model, which weakens $V_q$ by about 13 to 15% and lowers the $\kappa=1$ value from $4.44$ to about $3.9$ to $4.0$. The full list is in the numerical output below.

## Comparison of estimate and solution

Scaling gave the form of the neutral result, a $\Pi_0$ linear in $q$ and an $\epsilon$ independent of $q$. It did not give the number: $C=1/4\pi$ against $1/16$, too large by the factor $4/\pi$, or 27% of the exact $\Pi_0$. For $\kappa=1$ the estimate $1+2\alpha_g=5.38$ stands against $4.44$.

For the doped sheet the interpolation $D(\max[k_F,q/2])$ coincides with the solution up to $2k_F$. The estimate does not prove this, since it was built from the $q\to0$ limit and the guessed share $q/2$. Above $2k_F$ it has a kink in place of the $\delta^{3/2}$ onset, and it gives $2$ and $5$ at $q=4k_F$ and $10k_F$ against $1.614$ and $3.934$, too high by 24% and 27% of the exact values. The additive form fails differently, even with the correct $\Pi_0$: it gives $1+0.589$ at $q=1.5k_F$ and $1+0.746$ at $1.9k_F$, where the answer is $1$. It counts interband transitions into filled states and keeps an intraband part that in fact decreases. At $q=3k_F$ the parts are $0.215$ and $1.043$, and their sum $1.258$ lies close to $\Pi_0=1.178\,N_F$ and far from $N_F+\Pi_0$.

The scaling argument also shows how the results fail, because any further scale enters $\Pi$.

Temperature is one such scale. The Fermi function obeys $f(E)=\int d\mu'\,\Theta(\mu'-E)/[4T\cosh^2((\mu'-\mu)/2T)]$, since both sides vanish as $E\to\infty$ and have the same derivative in $E$. $\Pi$ is linear in $f$, so $\Pi(q,\mu,T)$ is the average of the $T=0$ result at $k_F=|\mu'|/v$ with this weight. This agrees with direct diagonalization at finite $T$ within $10^{-6}$ relative in four cases. For $\mu=0$ and $q\to0$ the average of $|\mu'|$ is $2\int_0^\infty f\,dE=2T\ln2$, so $\Pi\to gT\ln2/\pi v^2$, a constant. The first correction comes from $|\mu'|<vq/2$, where the weight is $1/4T$. With $v=1$ and in units of $g/2\pi$, exchanging the order of integration gives $(1/2T)\int_0^{q/2}k\sqrt{1-4k^2/q^2}\,dk=q^2/24T$, a relative correction $(vq/T)^2/(48\ln2)$, which is $0.0075$ at $vq/T=0.5$ and matches the computed ratio $1.0075$. The thermal constant equals $gq/16v$ at $q=(16\ln2/\pi)\,T/v\approx3.5\,T/v$, so the linear law needs $q$ well above this ($\Pi/\Pi_0$ is $1.34$ at that $q$, $1.06$ at $7T/v$ and $1.02$ at $10T/v$), with $T/v=2.08\times10^{-3}$ bohr$^{-1}$ at 300 K. In the doped case at $T=0.1\mu$, $\Pi$ rises from $0.6366$ at $vq=0.5\mu$ to $0.6551$ at $vq=2\mu$ (units $v=\mu=1$), by 2.9%. The example has $T/E_F=0.22$ at 300 K. At fixed $n$ the chemical potential then drops to $0.92\,E_F$, and $\Pi/N_F$ runs from $0.93$ at $q=0.5k_F$ through $0.97$ at $1.5k_F$ to $1.04$ at $2k_F$. At room temperature the plateau is therefore neither flat nor sharp-edged, and the $\kappa=1$ entry $18.50$ of the table becomes about $17.2$.

The lattice is another scale. On the nearest-neighbour honeycomb lattice with hopping $t$ and bond vectors $\boldsymbol\delta_j$, the energies are $\pm t|\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}|$. At a zone corner the three phases are the cube roots of unity up to a common factor, and a small displacement $\mathbf p$ at angle $\varphi$ to one bond gives $ap\,|\sum_j\cos(\varphi-2\pi j/3)e^{2\pi ij/3}|=3ap/2$, so $v=3ta/2$. The interband sum over the whole zone of the neutral lattice, with spin factor 2 and both valleys included by the sum itself, gives, for $\mathbf q$ along a bond direction, $\Pi/(q/4v)=1.0015$, $1.0014$ and $0.9966$ at $qa=0.056$, $0.112$ and $0.223$. The deviation changes sign in this range and stays below half a percent of the cone value at these three points. A quadratic extrapolation to $q=0$ gives $1.0001$, tested against 1 within $2\times10^{-3}$. This model has point-like orbitals and omits the $\sigma$ bands and local fields.

The bare interaction sets no scale of its own: the Coulomb energy $q/\kappa$ and the kinetic energy $vq$ stand in the ratio $\alpha_g$ at every $q$. Beyond the RPA the cutoff of the cone can still enter, because the exchange self-energy grows with the logarithm of the cutoff, so the strict independence of $\epsilon$ from $q$ in the neutral sheet is a result of the RPA. The RPA uses the polarizability of independent electrons and leaves out self-energy and vertex corrections. With $\alpha_g=2.19$ or $0.88$ the bare coupling does not make these small, so $4.44$ and $2.37$ are the RPA values for this model at the chosen $v$, and their distance from the full interacting response is not determined by this calculation.

## Numbers as computed

```
Checks (v = kF = 1 unless stated)
neutral T=0, q=0.6: Pi v/q from diagonalization = 0.2500000
neutral T=0, q=2.5: Pi v/q from diagonalization = 0.2500000
q/kF=0.1: intra/N_F=0.998749 inter/N_F=0.001251 sum=1.000000 Pi0/N_F=0.039270
q/kF=0.5: intra/N_F=0.967875 inter/N_F=0.032125 sum=1.000000 Pi0/N_F=0.196350
q/kF=1.5: intra/N_F=0.627860 inter/N_F=0.372140 sum=1.000000 Pi0/N_F=0.589049
q/kF=1.9: intra/N_F=0.442022 inter/N_F=0.557978 sum=1.000000 Pi0/N_F=0.746128
q/kF=3.0: intra/N_F=0.214770 inter/N_F=1.043354 sum=1.258124 Pi0/N_F=1.178097
interband/(N_F q^2/8kF^2) at q/kF=0.1: 1.00104
threshold delta=0.01: Pi/N_F-1 = 9.3674e-04, ratio to (2 sqrt2/3) delta^1.5 = 0.9936
cusp exponent above 2kF with overlap set to 1: 0.492
(Pi-Pi0)/(2 N_F kF^2/3q^2) at q/kF=20: 1.00150
q=0.5 mu=1.0 T=0.1: Pi diagonalized=0.6366436 averaged formula=0.6366436
q=2.0 mu=1.0 T=0.1: Pi diagonalized=0.6550746 averaged formula=0.6550746
q=3.5 mu=1.0 T=0.1: Pi diagonalized=0.9158746 averaged formula=0.9158746
q=0.5 mu=0.0 T=1.0: Pi diagonalized=0.8891601 averaged formula=0.8891601
neutral, vq/T=0.5: Pi/(g T ln2/(pi v^2)) = 1.0075
lattice qa=0.0559: Pi/(q/4v) = 1.00151
lattice qa=0.1117: Pi/(q/4v) = 1.00141
lattice qa=0.2234: Pi/(q/4v) = 0.99661
lattice ratio extrapolated to q=0: 1.00008
Worked example (Hartree atomic units)
input v = 1.0e+06 m/s = 0.45710 a.u.; n = 1.0e+12 cm^-2 = 2.80029e-05 bohr^-2
kF = 9.37942e-03 bohr^-1 = 0.17725 nm^-1
EF = 4.28736e-03 Ha = 0.11667 eV
N_F = 1.30630e-02 Ha^-1 bohr^-2
neutral slope Pi/q = 0.54692 Ha^-1 bohr^-1
kappa=1.0: alpha_g=2.18769, neutral eps=4.43642, kappa*eps=4.43642
kappa=1.0: q_TF=8.20771e-02 bohr^-1 = 1.5510 nm^-1, q_TF/kF=8.7508
  q/kF=0.5: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=18.50153
  q/kF=1.5: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=6.83384
  q/kF=2.0: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=5.37538
  q/kF=4.0: Pi/N_F=1.61418, Pi=2.10861e-02 Ha^-1 bohr^-2, eps=4.53134
  q/kF=10.0: Pi/N_F=3.93370, Pi=5.13858e-02 Ha^-1 bohr^-2, eps=4.44229
kappa=2.5: alpha_g=0.87508, neutral eps=2.37457, kappa*eps=5.93642
kappa=2.5: q_TF=3.28308e-02 bohr^-1 = 0.6204 nm^-1, q_TF/kF=3.5003
  q/kF=0.5: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=8.00061
  q/kF=1.5: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=3.33354
  q/kF=2.0: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=2.75015
  q/kF=4.0: Pi/N_F=1.61418, Pi=2.10861e-02 Ha^-1 bohr^-2, eps=2.41254
  q/kF=10.0: Pi/N_F=3.93370, Pi=5.13858e-02 Ha^-1 bohr^-2, eps=2.37691
300 K: kT=9.5004e-04 Ha, kT/v=2.0784e-03 bohr^-1, kT/EF=0.2216
```
